# Crossover Diameter Between Coherent and Wall Reversal in a Perpendicular Disk

**Result.** A thin disk of diameter \(D\) and thickness \(t\) has its easy axis along the normal. Let \(A\) be the exchange stiffness and \(K_{\rm eff}>0\) the effective anisotropy. In a model with local anisotropy and no applied field, two estimates of the energy barrier between "up" and "down" are

\[
E_{\rm coh}=K_{\rm eff}\frac{\pi D^2}{4}\,t,\qquad E_{\rm wall}=4\sqrt{AK_{\rm eff}}\;D\,t .
\]

The first belongs to uniform rotation, the second to a straight domain wall along a diameter. They are equal at

\[
D_c=\frac{16}{\pi}\sqrt{\frac{A}{K_{\rm eff}}},\qquad E_{\rm coh}=E_{\rm wall}=\frac{64}{\pi}At .
\]

This is a crossing of two estimates, not a sharp change of mechanism. With \(\lambda=\sqrt{A/K_{\rm eff}}\), the crossing lies at \(5.09\lambda\), but uniform rotation ceases to give the lowest barrier of the model already at \(3.68\lambda\). Both statements are derived below.

## 1. The model

Let \(\mathbf m\) be the unit vector along the magnetization, \(\theta\) its angle from the disk normal \(z\), and \(M_s\) the saturation magnetization. The uniaxial anisotropy contributes \(K_u\sin^2\theta\) per volume. In a wide thin plate the stray field inside is \(-M_s\cos\theta\) along \(z\), and its energy density is \(\tfrac12\mu_0M_s^2\cos^2\theta\). The local model uses this expression at every point, even where \(\mathbf m\) varies. Since \(\cos^2\theta=1-\sin^2\theta\),

\[
K_u\sin^2\theta+\frac{\mu_0M_s^2}{2}\cos^2\theta
=\frac{\mu_0M_s^2}{2}+K_{\rm eff}\sin^2\theta,
\qquad K_{\rm eff}=K_u-\frac{\mu_0M_s^2}{2}.
\]

Dropping the constant puts the energy of both uniform perpendicular states at zero. I take \(\mathbf m\) to be uniform through the thickness and the edges to be free. With \(\sin^2\theta=1-m_z^2\),

\[
E=t\int\left[A|\nabla\mathbf m|^2+K_{\rm eff}(1-m_z^2)\right]dS .
\]

The barrier is found by taking the highest energy along each continuous path from up to down, and then the lowest such maximum over all paths. Any one path therefore gives an upper bound.

**Uniform rotation.** Without gradients the energy is \(K_{\rm eff}\sin^2\theta\) times the volume. It is highest at \(\theta=\pi/2\), which gives \(E_{\rm coh}=K_{\rm eff}St\) for an element of area \(S\).

## 2. The energy of a straight wall

Consider an infinite wall whose angle \(\theta(x)\) runs from \(0\) to \(\pi\) in a fixed vertical plane. Its energy per wall area is

\[
\sigma=\int_{-\infty}^{\infty}\left[A\theta'^2+K_{\rm eff}\sin^2\theta\right]dx .
\]

Completing the square gives

\[
A\theta'^2+K_{\rm eff}\sin^2\theta
=\left(\sqrt A\,\theta'-\sqrt{K_{\rm eff}}\sin\theta\right)^2
+2\sqrt{AK_{\rm eff}}\,\sin\theta\,\theta' .
\]

The square is never negative, and the last term integrates to a number that does not depend on the profile:

\[
\sigma\ge2\sqrt{AK_{\rm eff}}\int_0^\pi\sin\theta\,d\theta
=4\sqrt{AK_{\rm eff}} .
\]

Equality requires \(\theta'=\sin\theta/\lambda\). Then \(m_z=\cos\theta\) obeys \(m_z'=-\sin\theta\,\theta'=-(1-m_z^2)/\lambda\), with solution \(m_z=-\tanh(x/\lambda)\). The mirrored wall has the opposite sign and the same energy. A discrete chain of spins, minimized without an assumed profile, gives the same wall energy within the error of its spacing.

## 3. Simple case first: a square

In a square of side \(L\), a thin straight wall parallel to a side has length \(L\) wherever it stands. Equating the two estimates gives

\[
K_{\rm eff}L^2t=4\sqrt{AK_{\rm eff}}\,Lt
\quad\Longrightarrow\quad
L_c=4\sqrt{\frac{A}{K_{\rm eff}}}=4\lambda .
\]

Uniform rotation pays for the whole area, while a wall pays for a length. The area wins in small elements and the length in large ones. More generally, for an area \(S\) and a wall of length \(\ell\), the crossing is at \(S/\ell=4\lambda\).

## 4. The disk

A thin straight wall at distance \(x_0\) from the centre has length \(2\sqrt{D^2/4-x_0^2}\). As it crosses the disk, this length grows from zero to \(D\) and shrinks again. The barrier for this motion is therefore at the centre, where \(E_{\rm wall}=\sigma Dt\). With \(S=\pi D^2/4\) and \(\ell=D\),

\[
K_{\rm eff}\frac{\pi D^2}{4}t=4\sqrt{AK_{\rm eff}}\,Dt .
\]

Dividing by \(Dt\) and then by \(\pi K_{\rm eff}/4\) gives

\[
D_c=\frac{16}{\pi}\frac{\sqrt{AK_{\rm eff}}}{K_{\rm eff}}
=\frac{16}{\pi}\sqrt{\frac{A}{K_{\rm eff}}} .
\]

The factor \(16/\pi\) is the square's \(4\) divided by \(\pi/4\), the ratio of the disk's area to \(D^2\). Putting \(D_c\) into the wall energy gives

\[
E_c=4\sqrt{AK_{\rm eff}}\;\frac{16}{\pi}\sqrt{\frac{A}{K_{\rm eff}}}\;t=\frac{64}{\pi}At .
\]

The anisotropy has cancelled: a larger \(K_{\rm eff}\) raises the wall energy per area but shortens the crossover diameter by the same factor.

**Limits.** The ratio of the estimates is

\[
\frac{E_{\rm wall}}{E_{\rm coh}}=\frac{16\lambda}{\pi D}=\frac{D_c}{D},
\]

so uniform rotation is the cheaper estimate for \(D<D_c\) and the wall for \(D>D_c\). As \(K_{\rm eff}\to0^+\), \(D_c\) grows without limit, because the uniform estimate falls as \(K_{\rm eff}\) and the wall estimate only as \(\sqrt{K_{\rm eff}}\). The derivation has a weak spot: at \(D_c\) the disk is only about five \(\lambda\) across, while \(\sigma\) was computed for an infinite wall.

## 5. Giving the wall its width

To treat the finite width, sweep the profile

\[
\mathbf m=\left(\operatorname{sech}u,\;0,\;\tanh u\right),\qquad u=\frac{x-x_0}{w},
\]

through the disk, with \(w\) free. Here \(|\nabla\mathbf m|^2=\operatorname{sech}^2u/w^2\) and \(1-m_z^2=\operatorname{sech}^2u\). With the chord \(c(x)=2\sqrt{D^2/4-x^2}\),

\[
E(x_0,w)=t\left(\frac{A}{w^2}+K_{\rm eff}\right)
\int_{-D/2}^{D/2}c(x)\,\operatorname{sech}^2\!\frac{x-x_0}{w}\,dx .
\]

For \(x_0\to\mp\infty\) the disk is uniformly up or down, so this is a complete reversal path. To find its maximum, write \(s(x)=\operatorname{sech}^2(x/w)\) and call the integral \(I(x_0)\). Integrating by parts, with \(c=0\) at the ends and \(c'\) odd, gives

\[
I'(x_0)=\int_0^{D/2}c'(x)\left[s(x-x_0)-s(x+x_0)\right]dx .
\]

For \(x_0>0\) the bracket is positive, because \(|x-x_0|<x+x_0\), and \(c'\) is negative. Hence \(I\) falls as the wall leaves the centre, and by symmetry it does so on both sides. The value \(E(0,w)\) is the maximum of the path, and so an upper bound on the barrier for every \(w\).

**Wide disk.** Set \(w=\lambda\), so that \(A/w^2=K_{\rm eff}\). Near the wall \(c(x)\simeq D(1-2x^2/D^2)\). Two integrals are needed. The first is \(\int\operatorname{sech}^2(x/\lambda)\,dx=2\lambda\). For the second, integration by parts gives

\[
\int_{-\infty}^{\infty}u^2\operatorname{sech}^2u\,du
=4\int_0^\infty u(1-\tanh u)\,du
=8\int_0^\infty\frac{u\,du}{e^{2u}+1}=\frac{\pi^2}{6},
\]

where the last step uses \(\int_0^\infty v\,dv/(e^v+1)=\pi^2/12\) with \(v=2u\). Therefore

\[
E(0,\lambda)\simeq2K_{\rm eff}t\left[2\lambda D-\frac{2}{D}\frac{\pi^2\lambda^3}{6}\right]
=E_{\rm wall}\left[1-\frac{\pi^2\lambda^2}{6D^2}\right].
\]

The swept wall thus approaches the simple estimate from below: parts of the wall away from the centre line sit on shorter chords.

**Wide wall.** For \(w\gg D\), use \(\operatorname{sech}^2u\simeq1-u^2\). The mean of \(x^2\) over a disk is \(D^2/16\), so

\[
E(0,w)\simeq E_{\rm coh}\left(1+\frac{\lambda^2}{w^2}\right)\left(1-\frac{D^2}{16w^2}\right)
\simeq E_{\rm coh}\left[1+\frac{\lambda^2-D^2/16}{w^2}\right].
\]

The family joins the two pictures: an infinitely wide wall at the centre is the uniform in-plane state. For \(D>4\lambda\) the correction is negative, and a wide wall beats uniform rotation well before \(D_c\).

## 6. Where uniform rotation really gives the barrier

The threshold \(4\lambda\) belongs to one trial family. The model's own threshold follows from a lower bound that holds for all paths.

On any continuous path from up to down, the disk average of \(m_z\) goes from \(+1\) to \(-1\), so some state on it has average zero. A function with zero average on a disk with free edges satisfies

\[
\int|\nabla m_z|^2dS\ge k^2\int m_z^2\,dS,
\]

where \(k\) is the lowest non-zero wave number of the free-edge modes. This follows by expanding \(m_z\) in those modes, from which the constant is absent.

The modes are \(J_n(kr)\cos n\varphi\) and \(J_n(kr)\sin n\varphi\) with \(J_n'(kD/2)=0\). For \(n=1\) the first zero of \(J_1'\) is \(\kappa=1.8412\). The other \(n\) lie higher:

- For \(n\ge2\), Bessel's equation \(x(xJ_n')'=(n^2-x^2)J_n\) keeps \(xJ_n'\) rising from zero up to \(x=n\). The first zero of \(J_n'\) therefore exceeds \(2\).
- For \(n=0\), \(J_0'=-J_1\), which first vanishes after \(J_1\) has passed its maximum at \(\kappa\).

Hence \(k=2\kappa/D\).

Since \(|\nabla\mathbf m|^2\ge|\nabla m_z|^2\), the state with zero average has

\[
E\ge t\int\left[K_{\rm eff}+(Ak^2-K_{\rm eff})m_z^2\right]dS .
\]

**Small disks.** If \(Ak^2\ge K_{\rm eff}\), the right side is at least \(K_{\rm eff}St=E_{\rm coh}\). Uniform rotation reaches this value, so the barrier of the model equals \(E_{\rm coh}\) for

\[
D\le D_{\rm coh}=2\kappa\lambda=3.68\,\lambda .
\]

**Larger disks.** For \(D>D_{\rm coh}\) a cheaper path can be written down. Let \(v\) be the \(n=1\) mode, which is odd across a diameter, and take \(\mathbf m=(\cos\psi,0,\sin\psi)\) with \(\psi=\alpha+\varepsilon v\). Start from uniform up, turn on a small \(\varepsilon\) at \(\alpha=\pi/2\), carry \(\alpha\) to \(-\pi/2\), and turn \(\varepsilon\) off. With \(\langle\cdot\rangle\) for the disk average, \(\langle\sin2\varepsilon v\rangle=0\) because \(v\) is odd, so

\[
\frac{E}{E_{\rm coh}}=\lambda^2k^2\varepsilon^2\langle v^2\rangle
+\frac12+\frac12\cos2\alpha\,\langle\cos2\varepsilon v\rangle .
\]

This is largest at \(\alpha=0\), where for small \(\varepsilon\) it equals \(1-(1-\lambda^2k^2)\varepsilon^2\langle v^2\rangle\) plus terms of order \(\varepsilon^4\). For \(\lambda k<1\), which means \(D>D_{\rm coh}\), the maximum is below \(E_{\rm coh}\). The first and last parts of the path cost only energies of order \(\varepsilon^2\).

The change is gradual: just above \(D_{\rm coh}\) a slight non-uniform tilt already lowers the barrier. A numerical test with a root-mean-square tilt of 0.1 rad finds the energy above \(E_{\rm coh}\) at 2% below the limit, and below it at 2% above.

The lower bound remains useful for \(D>D_{\rm coh}\). The coefficient of \(m_z^2\) is then negative, and \(m_z^2\le1\) gives

\[
E\ge Ak^2St=\left(\frac{D_{\rm coh}}{D}\right)^2E_{\rm coh}=\pi\kappa^2At .
\]

For disks larger than \(D_{\rm coh}\), the barrier therefore never falls below its value at \(D_{\rm coh}\). Random magnetization fields with zero average \(m_z\) were tested against both lower bounds, and none violated them.

The square behaves in the same way. Its lowest mode has \(k=\pi/L\), so uniform rotation gives the barrier up to \(L=\pi\lambda\), below the crossing at \(4\lambda\).

## 7. Numbers

Take round model parameters: \(A=10\) pJ/m, \(K_u=1.000\) MJ/m³, \(M_s=1.000\) MA/m, \(t=1\) nm and \(T=300\) K. The stray-field term is 0.6283 MJ/m³, so

\[
K_{\rm eff}=1.000-0.6283=0.3717\ \text{MJ/m}^3,
\]

\[
\lambda=\sqrt{\frac{1.0\times10^{-11}}{3.717\times10^{5}}}\ \text{m}=5.19\ \text{nm},
\qquad D_c=5.093\times5.187\ \text{nm}=26.4\ \text{nm}.
\]

The common energy is

\[
E_c=\frac{64}{\pi}\,(1.0\times10^{-11})(1.0\times10^{-9})\ \text{J}
=2.04\times10^{-19}\ \text{J}=49.2\,k_BT .
\]

Uniform rotation gives the model's barrier up to \(D_{\rm coh}=19.1\) nm. At \(D_c\) the swept wall with \(w=\lambda\) costs \(0.926E_c\). The best width in the family is \(1.40\lambda\), with \(0.902E_c\), or \(44.4\,k_BT\). The lower bound is \(0.523E_c\), or \(25.7\,k_BT\). The barrier at the crossover lies between these bounds, at least \(4.8\,k_BT\) below the simple estimate. In a thermal rate proportional to \(\exp(-E/k_BT)\), with the prefactor held fixed, that difference is a factor of at least about 120.

Barriers at other diameters, in units of \(k_BT\):

| \(D\) (nm) | uniform | straight wall | upper bound (lower of uniform and best swept wall) |
|---:|---:|---:|---:|
| 15 | 15.86 | 27.93 | 15.86 |
| 20 | 28.19 | 37.24 | 28.19 |
| 25 | 44.05 | 46.55 | 41.17 |
| 30 | 63.43 | 55.86 | 52.06 |
| 60 | 253.72 | 111.71 | 110.25 |

At 15 nm the bound is the barrier itself. At 20 nm the disk is just above \(D_{\rm coh}\) but below \(4\lambda\), so the swept family gains nothing, although section 6 shows that the barrier is below the uniform value. At 25 nm, still below \(D_c\), the swept wall is cheaper than both simple estimates. At 60 nm it is within about 1.3% of the straight-wall estimate. Further values are in the numerical output.

## 8. When the formula needs changing

**Size-dependent stray field.** For a uniformly magnetized disk described by demagnetizing factors \(N_z\) and \(N_x\), the stray-field energy density is \(\tfrac12\mu_0M_s^2(N_z\cos^2\theta+N_x\sin^2\theta)\). Collecting the \(\sin^2\theta\) terms replaces the anisotropy by

\[
K_{\rm eff}(D)=K_u-\frac{\mu_0M_s^2}{2}(N_z-N_x).
\]

The factors depend on \(t/D\), so the crossing becomes an implicit equation for \(D\). The effect is not small for the parameters of section 7: at \(D=26.4\) nm, \(N_z\approx0.90\) and \(N_x\approx0.05\) raise \(K_{\rm eff}\) from 0.37 to about 0.47 MJ/m³. If the same \(K_{\rm eff}(D)\) is also used in the wall energy, the crossing moves to about 23.4 nm; if the wall keeps the film value, it moves to about 20.1 nm. The limit of uniform rotation shifts as well: with \(K_{\rm eff}(D)\) in \(2\kappa\lambda\) it falls from 19.1 to about 16.4 nm. The diameters of section 7 therefore belong to the local model and are not predictions for a real disk with these parameters. A disk containing a wall also has a non-local stray-field energy that no single \(K_{\rm eff}\) describes.

**Another wall energy.** If other interactions change \(\sigma\) but leave the uniform barrier as it is, equating \(K_{\rm eff}\pi D/4\) with \(\sigma\) gives \(D_c=4\sigma/(\pi K_{\rm eff})\). The form with \(16/\pi\) returns for \(\sigma=4\sqrt{AK_{\rm eff}}\).

**Other limits of the model.** A field applied along the disk normal makes up and down unequal and moves the top of the barrier away from the centred wall. Damaged edges make \(A\) and \(K_{\rm eff}\) vary in space. If \(K_{\rm eff}\le0\) in the local model, its perpendicular states are no longer separated by an anisotropy barrier, and the question loses its meaning there. A small disk may still have a barrier, because its \(K_{\rm eff}(D)\) is larger than the local value and can be positive. Finally, an energy barrier alone does not fix a retention time, which also depends on the attempt rate and on the entropy of the states near the top of the barrier.

## Table of computed values

```
exchange stiffness A = 10.0 pJ/m
uniaxial anisotropy K_u = 1.000 MJ/m^3
saturation magnetisation M_s = 1.000 MA/m
thickness t = 1.00 nm
temperature T = 300 K
stray-field term mu0 M_s^2/2 = 0.6283 MJ/m^3
K_eff = 0.3717 MJ/m^3
lam = sqrt(A/K_eff) = 5.187 nm
wall energy, formula = 7.7116 mJ/m^2
wall energy, discrete chain = 7.7106 mJ/m^2
D_c/lam = 16/pi = 5.0930
crossover D_c, formula = 26.417 nm
crossover D_c, root finding = 26.414 nm
common energy 64 A t/pi = 2.0372e-19 J
common energy / k_B T = 49.18
first zero of J1', Bessel = 1.84118
first zero of J1', Ritz = 1.84118
coherent limit / lam = 3.6824
coherent limit diameter = 19.100 nm
in-plane state + mode, 2% below limit: E/E_coh = 1.000471
in-plane state + mode, 2% above limit: E/E_coh = 0.999670
at D_c: swept wall, w = lam, E/E_coh = 0.9261
at D_c: best swept wall, E/E_coh = 0.9023
at D_c: best width w/lam = 1.3950
at D_c: lower bound, E/E_coh = 0.5228
at D_c: best upper bound / k_B T = 44.38
at D_c: lower bound / k_B T = 25.71
Energies / k_B T: coherent, straight wall, best upper bound
D = 15 nm: 15.86, 27.93, 15.86
D = 20 nm: 28.19, 37.24, 28.19
D = 25 nm: 44.05, 46.55, 41.17
D = 30 nm: 63.43, 55.86, 52.06
D = 40 nm: 112.77, 74.47, 72.06
D = 60 nm: 253.72, 111.71, 110.25
```
